# Depolarizing Field of a Polarized Sphere Inside a Grounded Metal Shell

A sphere of radius $a$ carries a uniform polarization of magnitude $P$ along the $z$ axis. The polarization is frozen: it does not respond to any field. The sphere holds no free charge. It sits at the centre of a grounded metal shell of inner radius $b>a$, and the gap between them is vacuum. How strongly does the metal reduce the field that the polarization produces inside the sphere?

The algebra uses atomic units, in which $4\pi\varepsilon_0=1$ and Gauss's law reads $\nabla\cdot\mathbf E=4\pi\rho$. The origin is the common centre, $\theta$ is the angle from the $z$ axis, and $\mathbf E=-\nabla\phi$. Except in part (g), the metal is a perfect conductor, with $\phi=0$ at its inner surface $r=b$.

## (a) Which charges does the polarization produce?

**Solution.** A polarization $\mathbf P$ is equivalent to a volume charge $\rho_b=-\nabla\cdot\mathbf P$ and, where it ends at a vacuum surface with outward normal $\mathbf n$, a surface charge $\sigma_b=\mathbf P\cdot\mathbf n$. Inside the sphere $\mathbf P$ is constant, so $\rho_b=0$. On the surface $\mathbf n=\hat{\mathbf r}$, and

$$\sigma_b=P\,\hat{\mathbf z}\cdot\hat{\mathbf r}=P\cos\theta .$$

The upper half is positive and the lower half negative. The total charge vanishes because $\cos\theta$ averages to zero over a sphere. Inside the sphere the field of these charges points from the positive cap to the negative one, against $\mathbf P$, which is why it is called a depolarizing field.

## (b) Find a form of the potential that can satisfy all conditions, and show that no other solution exists.

**Solution.** There is no charge inside the sphere or in the gap, so $\nabla^2\phi=0$ in both regions. The source varies as $\cos\theta$, which suggests $\phi=u(r)\cos\theta$. The angular part of the Laplacian gives

$$\frac{1}{r^2\sin\theta}\frac{\partial}{\partial\theta}\left(\sin\theta\,\frac{\partial\cos\theta}{\partial\theta}\right)
=-\frac{1}{r^2\sin\theta}\frac{d}{d\theta}\sin^2\theta=-\frac{2\cos\theta}{r^2},$$

so that $u$ must obey

$$u''+\frac{2}{r}u'-\frac{2}{r^2}u=0 .$$

Trying $u=r^n$ gives $n(n-1)+2n-2=(n-1)(n+2)=0$, hence $n=1$ or $n=-2$. The solution $r^{-2}$ diverges at the centre and is dropped inside the sphere. We therefore write

$$\phi_{\rm in}=A\,r\cos\theta,\qquad \phi_{\rm gap}=\left(\frac{B}{r^2}+C\,r\right)\cos\theta .$$

Suppose two potentials satisfy every condition, and let $w$ be their difference. The given surface charge cancels in the difference. Thus $w$ and its radial derivative are continuous at $r=a$, $\nabla^2w=0$ on both sides, and $w=0$ at $r=b$. Since $\nabla\cdot(w\nabla w)=|\nabla w|^2+w\nabla^2w=|\nabla w|^2$, the divergence theorem gives

$$\int_{r<b}|\nabla w|^2\,dV=\oint_{r=b}w\,\frac{\partial w}{\partial r}\,dS=0 .$$

The two contributions from the surface $r=a$ have cancelled by continuity. Hence $w$ is constant, and the constant is zero because $w$ vanishes at the wall. If $A$, $B$ and $C$ can be chosen to meet the conditions, the result is the solution.

## (c) Determine the constants and the internal field.

**Solution.** Three conditions fix three constants. The potential is continuous at $r=a$:

$$Aa=\frac{B}{a^2}+Ca\quad\Rightarrow\quad A-C=\frac{B}{a^3}. \tag{1}$$

The radial field jumps by $4\pi\sigma_b$ across the surface. From $E_r=-\partial\phi/\partial r$,

$$E_r^{\rm in}=-A\cos\theta,\qquad E_r^{\rm gap}=\left(\frac{2B}{r^3}-C\right)\cos\theta .$$

The field just outside minus the field just inside must equal $4\pi P\cos\theta$, so

$$\frac{2B}{a^3}-C+A=4\pi P. \tag{2}$$

The wall is grounded:

$$\frac{B}{b^2}+Cb=0\quad\Rightarrow\quad C=-\frac{B}{b^3}. \tag{3}$$

Inserting (1) into (2) gives $3B/a^3=4\pi P$, that is

$$B=\frac{4\pi a^3}{3}P .$$

This is the polarization times the volume, the dipole moment of the sphere. The shell does not alter it because $P$ is frozen. Equations (1) and (3) then give

$$A=\frac{B}{a^3}+C=\frac{B}{a^3}-\frac{B}{b^3}=\frac{4\pi}{3}P\left(1-\frac{a^3}{b^3}\right).$$

Since $r\cos\theta=z$, the inner potential is $Az$ and its field is $-A\hat{\mathbf z}$:

$$\boxed{\;\mathbf E_{\rm in}=-\frac{4\pi}{3}\,f\,\mathbf P,\qquad f=1-\left(\frac ab\right)^3\;}$$

The field is uniform. For $b\to\infty$ the factor $f$ tends to 1, which gives the isolated sphere. So $f$ is the factor by which the shell reduces the field of the same frozen polarization.

A radial finite-element solution, driven by the polarization itself rather than by the surface charge of part (a), confirms the cube law. It gives $f=0.8750$ at $a/b=0.50$, where the formula gives $1-1/8$, and $f=0.2710$ at $a/b=0.90$, where it gives $1-0.729$.

## (d) Where is the charge that weakens the field, and does the shell have to be grounded?

**Solution.** The compensating charge lies on the inner wall. The normal pointing out of the metal into the gap is $-\hat{\mathbf r}$, and the field in the metal is zero, so $4\pi\sigma_w=-E_r^{\rm gap}(b)$. With $C=-B/b^3$,

$$\sigma_w=-\frac{1}{4\pi}\left(\frac{2B}{b^3}+\frac{B}{b^3}\right)\cos\theta
=-\frac{3B}{4\pi b^3}\cos\theta=-P\left(\frac ab\right)^3\cos\theta .$$

Negative charge faces the positive cap. To find the field of this charge alone, use part (c) with the shell removed: a charge $P\cos\theta$ on an isolated sphere produces the interior field $-(4\pi/3)P\hat{\mathbf z}$, whatever the radius. Replacing $P$ by $-P(a/b)^3$ gives

$$\mathbf E_w=+\frac{4\pi}{3}\left(\frac ab\right)^3\mathbf P .$$

This uniform field is the subtracted term in $f$. The cube comes from the $1/r^3$ decay of the dipole field, which fixes the wall charge; spreading that charge over a larger sphere costs nothing further.

The wall charge integrates to zero, so grounding supplies no net charge. An isolated neutral shell can carry the same $\sigma_w$ and none on its outer surface, with zero potential in the metal and outside. It therefore gives the same internal field.

## (e) Examine a thin gap, then evaluate a nanometre-sized example.

**Solution.** Put $b=a+g$ with $g\ll a$. The binomial series gives

$$f=1-\left(1+\frac ga\right)^{-3}=\frac{3g}{a}-\frac{6g^2}{a^2}+\dots,$$

and to leading order

$$\mathbf E_{\rm in}\approx-4\pi\mathbf P\,\frac ga .$$

This has a simple reading. Locally the thin gap is a parallel-plate capacitor with charge $P\cos\theta$ and field $4\pi P\cos\theta$. The sphere surface is then at potential $4\pi Pg\cos\theta=(4\pi Pg/a)\,z$, which is the potential of a uniform field of the stated size. As the gap closes, the internal field vanishes.

The field just outside the positive pole follows from part (c):

$$E_{\rm pole}=\frac{2B}{a^3}-C=\frac{4\pi}{3}P\left[2+\left(\frac ab\right)^3\right].$$

For numbers, take a sphere of radius 4 nm, a gap of 0.5 nm and $P=20$ uC/cm2. These are rough values in the regime of a grain of ferroelectric hafnium-zirconium oxide near a titanium nitride electrode. In SI units $(4\pi/3)P$ becomes $P/(3\varepsilon_0)$, which is 75.29 MV/cm. With $b=4.50$ nm,

$$\frac ab=\frac{4.00}{4.50}=0.8889,\qquad f=1-0.7023=0.2977,$$

$$|E_{\rm in}|=0.2977\times75.29\ \text{MV/cm}=22.41\ \text{MV/cm}.$$

The wall charge has amplitude $0.7023\times20=14.05$ uC/cm2, with sign opposite to the facing bound charge. The thin-gap formula gives $3\times0.125\times75.29\approx28.2$ MV/cm, about 26% above the full result: $g/a=0.125$ is not small enough for the leading term.

The gap field at the pole is $2.7023\times75.29\approx203$ MV/cm. The voltage across the gap there equals $Aa$, or $2.241\ \text{V/nm}\times4\ \text{nm}=8.97$ V. Fields of this size call the frozen polarization into question.

## (f) Let the sphere also respond as a dielectric. Does the shell still multiply the field by $f$?

**Solution.** Besides the frozen part $\mathbf P$, let electrons and ions respond linearly with relative permittivity $\varepsilon$. The total polarization is

$$\mathbf P_t=\mathbf P+\frac{\varepsilon-1}{4\pi}\mathbf E .$$

Try a uniform $\mathbf E$ along $z$. Then $\mathbf P_t$ is uniform, and part (c) applies with $P_t$ in place of $P$, because that derivation used the polarization without asking for its origin:

$$E=-\frac{4\pi}{3}fP_t=-\frac{4\pi}{3}fP-\frac{(\varepsilon-1)f}{3}E .$$

Collecting the terms in $E$ and multiplying by 3 gives

$$E\,[3+(\varepsilon-1)f]=-4\pi fP\quad\Rightarrow\quad E=-\frac{4\pi fP}{3+(\varepsilon-1)f}. \tag{4}$$

The trial is self-consistent. It is also unique for $\varepsilon>0$: the argument of part (b) goes through with $|\nabla w|^2$ weighted by the local permittivity. If the permittivity is anisotropic and $\mathbf P$ lies along a principal axis, the value along that axis is the one that enters, since $\mathbf E$ has no other component.

The isolated sphere has $f=1$ and field $-4\pi P/(\varepsilon+2)$. At fixed $P$ and $\varepsilon$ the shell therefore multiplies the field by the factor

$$R=\frac{f(\varepsilon+2)}{3+(\varepsilon-1)f},$$

which equals $f$ for $\varepsilon=1$ but not in general. Two limits explain the difference.

- If $(\varepsilon-1)f\gg3$, then $E\approx-4\pi P/(\varepsilon-1)$. The induced polarization nearly cancels the frozen one, and the shell has little left to screen.
- If $(\varepsilon-1)f\ll3$, then $E\approx-(4\pi/3)fP$, the rigid result. For a thin gap this requires $g/a\ll1/(\varepsilon-1)$. A perfect metal then does most of the screening, and the dielectric response hardly matters. For $a=4$ nm and $\varepsilon=30$ the gap would have to be far below 0.14 nm, less than an atomic spacing, so for a grain of that size this limit is only formal.

With a rough $\varepsilon=30$, the example has $(\varepsilon-1)f=29\times0.2977=8.63$, nearer the first limit. The field in the shell is

$$|E|=\frac{3\times0.2977\times75.29}{3+8.63}\ \text{MV/cm}=5.78\ \text{MV/cm},$$

against 7.06 MV/cm for the isolated sphere. The shell removes about 18% of the field, since $R=0.819$, whereas it removes 70% in the rigid model. At the same geometry and frozen polarization, $\varepsilon=20$ gives 7.77 MV/cm and $\varepsilon=40$ gives 4.60 MV/cm. Dielectric response is thus a large correction to the example, not a refinement.

## (g) A real metal screens over a finite depth. How does this change $f$?

**Solution.** In the Thomas-Fermi model the potential in the metal obeys $\nabla^2\phi=\phi/\lambda^2$, with screening length $\lambda$. Writing $\phi=u(r)\cos\theta$ and $s=r/\lambda$,

$$\frac{d^2u}{ds^2}+\frac2s\frac{du}{ds}-\frac{2}{s^2}u=u .$$

To solve it, start from $y=e^{-s}/s$, which satisfies $y''+2y'/s=y$ because $sy=e^{-s}$ equals its own second derivative. Differentiating that equation once gives $y'''+2y''/s-2y'/s^2=y'$, so $y'$ solves the equation for $u$. The decaying solution is therefore

$$u=D\,e^{-s}\left(\frac1s+\frac1{s^2}\right),\qquad
\frac{du}{ds}=-D\,e^{-s}\left(\frac1s+\frac2{s^2}+\frac2{s^3}\right).$$

The metal is taken thick compared with $\lambda$. At the wall, with $x=b/\lambda$, define a length $L=-u/(du/dr)$. Multiplying numerator and denominator by $x^3$ gives

$$L=\lambda\,\frac{x(x+1)}{x^2+2x+2}.$$

The screening charge is now spread through a volume, so both $u$ and $du/dr$ are continuous at $b$. Condition (3) is replaced by $u(b)=-L\,u'(b)$ for the gap potential:

$$\frac B{b^2}+Cb=-L\left(C-\frac{2B}{b^3}\right)
\quad\Rightarrow\quad C(b+L)=-\frac{B}{b^3}(b-2L).$$

Conditions (1) and (2) are unchanged, so $B$ is as before and $A=B/a^3+C$. The reduction factor becomes

$$f_\lambda=1-\left(\frac ab\right)^3\frac{b-2L}{b+L}.$$

For $\lambda\to0$ also $L\to0$, and $f$ is recovered. A rough $\lambda=0.05$ nm gives $x=90$, $L=0.0494$ nm and $f_\lambda=0.3206$. The rigid field rises from 22.41 to 24.14 MV/cm, by about 8%. Part (f) used the geometry through $f$ alone, so $f_\lambda$ may replace $f$ in (4); for $\varepsilon=30$ the field rises from 5.78 to 5.89 MV/cm, by 2%. The screening length also limits the thin-gap case of part (f). At zero gap $f_\lambda=3L/(a+L)$, which is about 0.037 for $a=4$ nm instead of zero, and with $\varepsilon=30$ the dielectric response still lowers the field by about 26%. Because $\lambda$ is shorter than an atomic spacing, this continuum correction is an estimate of size.

## (h) Could a real grain hold this polarization and this field?

**Solution.** First consider the centring. Shift the rigid sphere by 0.1 nm along $\mathbf P$, so that the gap is 0.4 nm on one side and 0.6 nm on the other. Summing numerically the fields of the bound charge and its image charges gives 22.31 MV/cm at the sphere's centre, close to the centred value. At a distance $0.9a$ from that centre along the axis, the field is 18.38 MV/cm on the near-wall side and 25.93 MV/cm on the far-wall side. The uniformity is lost, while the value at the centre moves by less than 1%.

Next compare the field for $\varepsilon=30$ with two rough material scales. It is 5.8 times a coercive field of 1 MV/cm, and it points against $\mathbf P$. A grain with that coercive field would not be expected to keep its uniform polarization. The linear response of part (f) is also stretched here: the induced polarization is 74% of the frozen one and opposite to it. The value 5.78 MV/cm therefore belongs to the linear model and is not a prediction for a ferroelectric that can switch. The field is also 1.16 times a breakdown field of 5 MV/cm, but the range found for $\varepsilon$ between 20 and 40 lies on both sides of that value.

Charge can also cross the gap. With dielectric response the pole voltage is $0.578\ \text{V/nm}\times4\ \text{nm}=2.31$ V. For an electron at the metal's Fermi level, facing the positive pole, a rough work function of 4.5 eV sets the barrier at the wall. The barrier falls to $4.5-2.31=2.19$ eV at the sphere. With $U(r)$ the barrier height above the electron's energy and $m$ the electron mass ($\hbar=m=1$ in atomic units), the WKB transmission is

$$T\approx\exp\left[-2\int_a^b\sqrt{\frac{2mU(r)}{\hbar^2}}\;dr\right]=8.4\times10^{-5}.$$

A numerical solution of the one-dimensional wave equation through the same barrier, with 5 eV of kinetic energy on both sides, gives $3.1\times10^{-4}$. The WKB exponent omits a prefactor, so agreement within a factor of four is reasonable. At a rough attempt rate of $10^{15}$ per second, the WKB value means a crossing in about $10^{-11}$ s, provided that an empty state is available in the sphere. Image-force lowering of the barrier is left out, and in a gap this narrow it is not small. A planar estimate raises the WKB transmission by a factor of roughly 50 to 600, depending on how strongly the sphere's surface responds, and shortens the crossing time accordingly. In the rigid model the pole voltage of 8.97 V exceeds the work function, so the barrier would drop below the electron's energy within the gap.

Suppose such charge settles on the sphere as $-cP\cos\theta$, where $c$ is the compensated fraction. The surface charge that drives the field is then $(P_t-cP)\cos\theta$, and

$$E=-\frac{4\pi}{3}f(P_t-cP)
=-\frac{4\pi}{3}f(1-c)P-\frac{(\varepsilon-1)f}{3}E .$$

This is the equation of part (f) with $P$ replaced by $(1-c)P$, so the field is multiplied by $1-c$. Bringing it down to the coercive field requires

$$c=1-\frac{1}{5.78}=0.827 .$$

About 83% of the frozen bound charge must be compensated, in addition to the screening by the shell. Tunnelling does not supply this automatically, because the pole voltage falls with $1-c$, to $0.1\ \text{V/nm}\times4\ \text{nm}=0.40$ V at the coercive field. Electrons reaching the positive pole then need empty states $4.5-0.4=4.1$ eV below the local vacuum level. At the negative pole, electrons must leave filled states less than $4.5+0.4=4.9$ eV below it. In a wide-gap oxide such as hafnia both depths lie inside the band gap, so this much compensation depends on defect or surface states, which are not modelled here.

The closed shell and the vacuum gap are idealizations. In a polycrystalline film between flat electrodes, a grain touches other grains, the metal does not surround it, and a solid layer may take the place of the vacuum. The rigid field of 22 MV/cm is far above the rough coercive and breakdown scales and should not be read as a device field. In the linear model, dielectric response lowers it to about 6 MV/cm, and compensating charge can lower it further. Flat electrodes, neighbouring grains, domains and a solid interface layer have not been evaluated. The factor $1-(a/b)^3$ therefore describes the electrostatics of a frozen, centred, uncompensated sphere; applied unchanged to a responsive grain, it overstates what the metal does. Most of the values quoted above are listed in the numerical output below.

## Numbers as computed

```
INPUTS (rough typical values)
sphere radius a = 4.00 nm
vacuum gap g = 0.50 nm
shell inner radius b = 4.50 nm
polarization P = 20.0 uC/cm2
RIGID SPHERE
radius ratio a/b = 0.8889
cubed ratio = 0.7023
reduction factor f = 0.2977
f from finite elements = 0.2977
isolated sphere, field against P = 75.29 MV/cm
in the shell, field against P = 22.41 MV/cm
field of wall charge, along P = 52.88 MV/cm
wall charge amplitude = -14.05 uC/cm2
gap field at the pole = 203.5 MV/cm
gap voltage at the pole = 8.97 V
thin-gap estimate of field = 28.24 MV/cm
REDUCTION FACTOR FROM FINITE ELEMENTS
a/b = 0.30: f = 0.9730
a/b = 0.50: f = 0.8750
a/b = 0.70: f = 0.6570
a/b = 0.90: f = 0.2710
a/b = 0.99: f = 0.0297
NEGLECTED: DIELECTRIC RESPONSE
relative permittivity (rough) = 30
isolated sphere, field = 7.06 MV/cm
in the shell, field = 5.78 MV/cm
reduction by the shell = 0.8189
in the shell, permittivity 20: 7.77 MV/cm
in the shell, permittivity 40: 4.60 MV/cm
NEGLECTED: METAL SCREENING LENGTH
Thomas-Fermi length (rough) = 0.05 nm
effective length L = 0.0494 nm
corrected f = 0.3206
rigid field = 24.14 MV/cm
field with permittivity 30 = 5.89 MV/cm
NEGLECTED: OFF-CENTRE POSITION (rigid sphere)
shift along P = 0.10 nm
field at sphere centre = 22.31 MV/cm
field at 0.9 a, near-wall side = 18.38 MV/cm
field at 0.9 a, far-wall side = 25.93 MV/cm
NEGLECTED: SWITCHING, BREAKDOWN, TUNNELLING (permittivity 30)
coercive field (rough) = 1.0 MV/cm
field / coercive field = 5.78
breakdown field (rough) = 5.0 MV/cm
field / breakdown field = 1.16
gap field at the pole = 52.5 MV/cm
gap voltage at the pole = 2.31 V
metal work function (rough) = 4.5 eV
barrier at the sphere surface = 2.19 eV
WKB transmission = 8.4e-05
transmission from wave equation = 3.1e-04
attempt rate (rough) = 1e+15 1/s
tunnelling time from WKB = 1e-11 s
compensated fraction for coercive field = 0.827
```
